# Natural optical activity from band matrix elements in the PAW method

## 1. Form fixed by symmetry and dimension

Expand the dielectric tensor of a crystal in the light wavevector $\mathbf q$:

$$\varepsilon_{ab}(\mathbf q,\omega)=\varepsilon_{ab}(0,\omega)+i\,q_c\,\gamma_{abc}(\omega)+O(q^2).\tag{1}$$

Repeated Cartesian indices are summed. Since $\varepsilon$ is dimensionless, $\gamma$ is a length. Inversion reverses $\mathbf q$ and leaves a second-rank tensor unchanged, so $\gamma=0$ in a crystal with an inversion centre. Time-reversal symmetry gives $\varepsilon_{ab}(\mathbf q)=\varepsilon_{ba}(-\mathbf q)$, hence $\gamma_{abc}=-\gamma_{bac}$, which leaves at most nine components. In a chiral cubic crystal one number remains, $\gamma_{abc}=\gamma\,\epsilon_{abc}$, with $\gamma=\tfrac16\epsilon_{abc}\gamma_{abc}$.

Hartree atomic units are used. The electrons are independent, with $H=p^2/2+V(\mathbf r)$ and $V$ local. The crystal is a non-magnetic, spin-degenerate insulator, and $\omega$ lies below its gap. Local fields and the self-consistent change of $V$ are left out. Bands are non-degenerate at the sampled $\mathbf k$.

## 2. Current response

The electron charge is $-1$. Absorb $1/c$ into the vector potential $A_b e^{i\mathbf q\cdot\mathbf r-i\omega t}$. Expanding $(\mathbf p+\mathbf A)^2/2$ gives the coupling $A_bV_b(\mathbf q)$ with

$$V_b(\mathbf q)=\tfrac12\{p_b,e^{i\mathbf q\cdot\mathbf r}\}.$$

The current per volume is $J_a=-(K_{ab}+N\delta_{ab})A_b/\Omega$, where $N$ electrons occupy the cell volume $\Omega$ and $K$ is the response of $V_a^\dagger$ to $V_b$. With $E=i\omega A$ and $\varepsilon=1+4\pi iJ/(\omega E)$,

$$\varepsilon_{ab}=\delta_{ab}-\frac{4\pi}{\omega^2\Omega}(N\delta_{ab}+K_{ab}),\qquad \gamma_{abc}=\frac{4\pi i}{\omega^2\Omega}\,\frac{\partial K_{ab}}{\partial q_c}\Big|_0.\tag{2}$$

Place the two Bloch states symmetrically, at $\mathbf k\pm\mathbf q/2$. Moving the Bloch phases through $p_b$ turns the two orderings in $V_b$ into $p_b+k_b+q_b/2$ and $p_b+k_b-q_b/2$. Their mean has no explicit $q$:

$$M_b^{mn}=\langle u_{m,\mathbf k+\mathbf q/2}|v_b|u_{n,\mathbf k-\mathbf q/2}\rangle,\qquad v_b=p_b+k_b=\partial_bH_{\mathbf k}.$$

With occupations $f=0,1$ and a factor 2 for spin,

$$K_{ab}=2\Big\langle\sum_{mn}\frac{(f_n-f_m)M_a^{mn*}M_b^{mn}}{\omega-E_{m,\mathbf k+\mathbf q/2}+E_{n,\mathbf k-\mathbf q/2}}\Big\rangle_{\mathbf k}.\tag{3}$$

## 3. E1, M1 and E2 elements

At $q=0$ the vertex is the electric-dipole (E1) element $v_b^{mn}$. Its slope with $q_c$ is

$$B_{bc}^{mn}=\tfrac12\big(\langle\partial_cu_m|v_b|u_n\rangle-\langle u_m|v_b|\partial_cu_n\rangle\big).\tag{4}$$

Perturbation theory in $\mathbf k$ gives

$$|\partial_cu_n\rangle=-i\mathcal A_{n,c}|u_n\rangle+\sum_{l\ne n}|u_l\rangle\frac{v_c^{ln}}{E_n-E_l}.$$

The Berry connections $\mathcal A$ add $\tfrac i2(\mathcal A_{m,c}+\mathcal A_{n,c})v_b^{mn}$ to $B$. This is the first-order form of a phase common to all $b$. It cancels in $M_a^*M_b$ and is dropped.

Define the interband position by $v^{ln}=i(E_l-E_n)r^{ln}$ for $l\neq n$, with $r^{nn}=0$. Then $v_c^{ln}/(E_n-E_l)=-ir_c^{ln}$, and

$$B_{bc}^{mn}=\tfrac i2(r_cv_b+v_br_c)^{mn}.\tag{5}$$

The antisymmetric part is the magnetic-dipole (M1) element,

$$\tfrac12(B_{bc}-B_{cb})=-\tfrac i2\epsilon_{bcd}L_d,\qquad L_d=\tfrac12\epsilon_{dij}(r_iv_j+v_jr_i).$$

For the symmetric part, separate the terms inside the bracket of (5) that contain a diagonal velocity. They sum to $2r_c^{mn}\bar v_b$, where $\bar v_b=\tfrac12(v_b^{mm}+v_b^{nn})$. In the other terms replace $v$ by $r$. After symmetrisation in $bc$ the energy factors add, $(E_l-E_n)+(E_m-E_l)=\omega_{mn}$, with $\omega_{mn}=E_m-E_n$. Hence

$$\tfrac12(B_{bc}+B_{cb})=-\tfrac12\omega_{mn}Q_{bc}^{mn}+\tfrac i2(r_c^{mn}\bar v_b+r_b^{mn}\bar v_c),\tag{6}$$

with $Q_{bc}=\tfrac12(r_br_c+r_cr_b)$. The first term is the electric quadrupole (E2). The second is a band-velocity term that an isolated molecule lacks. Both are called the E2 part below.

## 4. First-order expansion

For a conduction-valence pair $cv$ (labels distinct from the Cartesian $c$), let $\omega_0=E_c-E_v$ and

$$Z_{abc}=B_{ac}^*v_b+v_a^*B_{bc},\qquad W_{ab}=v_a^*v_b,$$

with all elements of type $cv$. The denominator of (3) changes by $-q_c\bar v_c$, so this pair contributes

$$\frac{Z_{abc}}{\omega-\omega_0}+\frac{\bar v_cW_{ab}}{(\omega-\omega_0)^2}.$$

Exchanging the bands uses $v^{vc}=v^{cv*}$ and $B^{vc}=-B^{cv*}$, and the occupation factor changes sign. The second contribution is

$$\frac{Z_{abc}^*}{\omega+\omega_0}-\frac{\bar v_cW_{ab}^*}{(\omega+\omega_0)^2}.$$

Time reversal relates $-\mathbf k$ to $\mathbf k$ by $v\to-v^*$, $B\to B^*$ and $\bar v\to-\bar v$. Thus $Z\to-Z^*$ and $\bar vW\to-\bar vW^*$. Averaging over $\pm\mathbf k$ keeps $i\,\mathrm{Im}Z$ and $i\bar v\,\mathrm{Im}W$, both antisymmetric in $ab$:

$$\frac{\partial K_{ab}}{\partial q_c}=4i\Big\langle\sum_{cv}\frac{\omega_0\,\mathrm{Im}Z_{abc}}{\omega^2-\omega_0^2}+\frac{\bar v_c(\omega^2+\omega_0^2)\,\mathrm{Im}W_{ab}}{(\omega^2-\omega_0^2)^2}\Big\rangle.\tag{7}$$

Equation (2) divides this by $\omega^2$. A finite static limit therefore requires (7) to vanish at $\omega=0$.

## 5. Why the static slope vanishes

Let $G=(iy+\mu-H_{\mathbf k})^{-1}$ with $\mu$ in the gap. The static response is

$$K_{ab}(\mathbf q,0)=2\int\frac{dy}{2\pi}\big\langle\mathrm{tr}[v_aG_{\mathbf k+\mathbf q/2}v_bG_{\mathbf k-\mathbf q/2}]\big\rangle.$$

Since $\partial_cG=Gv_cG$, its slope has the integrand $\tfrac12(F_{acb}-F_{abc})$, with $F_{abc}=\mathrm{tr}[Gv_aGv_bGv_c]$. The trace is cyclic, so this difference is antisymmetric in all three indices. It is enough to study $F=\epsilon_{abc}F_{abc}$.

From $\partial_yG=-iG^2$ and cyclicity,

$$\partial_yF=-3i\,\epsilon_{abc}\mathrm{tr}[G^2v_aGv_bGv_c].$$

Now evaluate the divergence

$$\partial_a\big(\epsilon_{abc}\mathrm{tr}[G^2v_bGv_c]\big).$$

Derivatives of the velocities are Kronecker deltas, which $\epsilon_{abc}$ removes. Differentiating $G^2$ gives $Gv_aG^2+G^2v_aG$; differentiating the single $G$ gives $Gv_aG$. The term from $G^2v_aG$ and the one from the single $G$ differ by $a\leftrightarrow b$ and cancel. A cyclic relabelling of the remaining term gives $\epsilon_{abc}\mathrm{tr}[G^2v_aGv_bGv_c]$.

So $\partial_yF$ is $-3i$ times a $\mathbf k$-divergence. The trace inside it is periodic in $\mathbf k$, so the zone integral of $F$ does not depend on $y$. For free electrons $G$ and $v$ commute and $F=0$; the potential terms decay at large $|y|$. The constant is therefore zero. A metal has no such $\mu$ and is not covered here.

Subtract the vanishing static value from (7), using

$$\frac{\omega_0}{\omega_0^2-\omega^2}-\frac1{\omega_0}=\frac{\omega^2}{\omega_0(\omega_0^2-\omega^2)},$$

$$\frac{\omega_0^2+\omega^2}{(\omega_0^2-\omega^2)^2}-\frac1{\omega_0^2}=\frac{\omega^2(3\omega_0^2-\omega^2)}{\omega_0^2(\omega_0^2-\omega^2)^2}.$$

The factor $\omega^2$ cancels the one in (2):

$$\boxed{\gamma_{abc}=\frac{16\pi}{\Omega}\Big\langle\sum_{cv}\frac{\mathrm{Im}Z_{abc}}{\omega_0(\omega_0^2-\omega^2)}-\frac{\bar v_c(3\omega_0^2-\omega^2)\,\mathrm{Im}W_{ab}}{\omega_0^2(\omega_0^2-\omega^2)^2}\Big\rangle_{\mathbf k}}\tag{8}$$

Use (8), not (7), in a program. An incomplete basis or a coarse mesh leaves a static remainder in (7), which (2) magnifies by $1/\omega^2$. A denominator vanishes when $\omega$ reaches a transition energy, so (8), which contains no lifetime, is used only below the gap.

## 6. Molecular limit and rotation of light

For isolated molecules $\bar v=0$. Contracting with $\epsilon_{abc}$ removes the symmetric part of $B$ and gives $\epsilon_{abc}Z_{abc}=-2i\,\mathrm{Re}(\mathbf v^*\cdot\mathbf L)$. With $\mathbf v^{cv}=i\omega_0\mathbf r^{cv}$,

$$\gamma=-\frac{16\pi}{3\Omega}\sum_{cv}\frac{\mathrm{Im}(\mathbf r^{vc}\cdot\mathbf L^{cv})}{\omega_0^2-\omega^2}.$$

This is the electric-dipole, magnetic-dipole form for an orientational average. E2 still matters for an oriented molecule. Section 3 set $r^{nn}=0$. With the full position operator of a molecule, $B_{bc}$ gains $\tfrac i2(r_c^{mm}+r_c^{nn})v_b$, which is the phase term dropped there. A shift $\mathbf s$ of the origin then adds $is_cv_b$. Such terms cancel in $Z$, but not in its M1 and E2 parts separately, so with the full position operator those parts of an oriented molecule depend on the origin. With $r^{nn}=0$, as in (5), each part is independent of the origin.

For light along $z$ in a chiral cubic crystal, $\varepsilon_{xy}=iq\gamma$. The fields $(1,\pm i)$ obey $n_\pm^2=\varepsilon\mp n_\pm g$, where $g=\omega\gamma/c$. The positive roots are $n_\pm=\mp g/2+\sqrt{\varepsilon+g^2/4}$, so $n_--n_+=g$. Linear polarization turns by half the phase difference, which per length is

$$\rho=\frac{\omega}{2c}(n_--n_+)=\frac{\omega^2\gamma}{2c^2}.\tag{9}$$

Positive $\rho$ is counter-clockwise for an observer facing the source. At low frequency $\gamma$ tends to a constant and $\rho\propto\omega^2$.

## 7. PAW matrix elements

PAW writes $\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\langle p_i|\tilde\psi\rangle$, with all-electron waves $\phi_i$, pseudo-waves $\tilde\phi_i$ and dual projectors $p_i$. If the pseudo-waves are complete inside each sphere, a local operator, which may contain derivatives, acquires the one-centre correction $\langle\phi_i|O|\phi_j\rangle-\langle\tilde\phi_i|O|\tilde\phi_j\rangle$. Denote this difference by $\Delta$.

About a nucleus at $\mathbf R$, put $\mathbf x=\mathbf r-\mathbf R$ and $e^{i\mathbf q\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf R}(1+iq_cx_c+\dots)$. Since $p_b=-i\nabla_b$,

$$V_b=e^{i\mathbf q\cdot\mathbf R}\big[-i\nabla_b+q_c\big(x_c\nabla_b+\tfrac12\delta_{bc}\big)+\dots\big].$$

The $\delta_{bc}$ term comes from $\tfrac12\{x_c,\nabla_b\}$. Define

$$P_{b,ij}=-i\Delta\langle i|\nabla_b|j\rangle,\qquad N_{cb,ij}=\Delta\langle i|x_c\nabla_b+\tfrac12\delta_{bc}|j\rangle.$$

For $\phi_i=R_i(r)Y_i(\mathbf n)$, with $r=|\mathbf x|$ and $\mathbf n=\mathbf x/r$, the gradient is $\nabla_b\phi_j=R_j'n_bY_j+R_j\nabla_bY_j$. Therefore

$$\langle\phi_i|x_c\nabla_b|\phi_j\rangle=\int r^3R_iR_j'dr\,\langle Y_i|n_cn_b|Y_j\rangle+\int r^2R_iR_jdr\,\langle Y_i|n_c\,r\nabla_b|Y_j\rangle.\tag{10}$$

The combination $x_c\nabla_b-x_b\nabla_c$ acts on angles alone and needs just the radial overlap. The symmetric combination in general needs the integral with $R_j'$ as well; only for equal radial functions does integration by parts reduce it to the overlap.

Use projectors $p_{i\mathbf k}=e^{-i\mathbf k\cdot\mathbf x}p_i$, summed over lattice translations. The phases at $\mathbf R$ from the two states then cancel $e^{i\mathbf q\cdot\mathbf R}$. Let $\hat v_b=p_b+k_b+\sum|p_i\rangle P_{b,ij}\langle p_j|$. Differentiating bra, ket, projectors and vertex gives

$$\begin{aligned}B_{bc}^{mn}={}&\tfrac12\big(\langle\partial_c\tilde u_m|\hat v_b|\tilde u_n\rangle-\langle\tilde u_m|\hat v_b|\partial_c\tilde u_n\rangle\big)\\&+\tfrac12\sum\big(\langle\tilde u_m|\partial_cp_i\rangle P_{b,ij}\langle p_j|\tilde u_n\rangle-\langle\tilde u_m|p_i\rangle P_{b,ij}\langle\partial_cp_j|\tilde u_n\rangle\big)\\&+\sum\langle\tilde u_m|p_i\rangle N_{cb,ij}\langle p_j|\tilde u_n\rangle.\end{aligned}\tag{11}$$

The sums run over sites and $i,j$. The state derivatives follow from $(\tilde H-E_nS)\tilde u_n=0$, differentiated and projected on $\tilde u_l$:

$$|\partial_c\tilde u_n\rangle=\sum_{l\ne n}|\tilde u_l\rangle\frac{\langle\tilde u_l|\partial_c\tilde H-E_n\partial_cS|\tilde u_n\rangle}{E_n-E_l}-\tfrac12|\tilde u_n\rangle\langle\tilde u_n|\partial_cS|\tilde u_n\rangle.\tag{12}$$

The last term keeps $\langle\tilde u_n|S|\tilde u_n\rangle=1$. Band velocities are $\langle\tilde u_n|\partial_c\tilde H-E_n\partial_cS|\tilde u_n\rangle$. Insert (11), these velocities and $v_b^{mn}=\langle\tilde u_m|\hat v_b|\tilde u_n\rangle$ in (8).

## 8. Worked example

The cubic cell has edge 6 bohr and four wells, at $(u,u,u)$, $(\tfrac12-u,-u,\tfrac12+u)$, $(-u,\tfrac12+u,\tfrac12-u)$ and $(\tfrac12+u,\tfrac12-u,-u)$ in units of the edge, with $u=0.1$. Each well is $-4.5h^4$ hartree, where $h=1-r^2/r_0^2$ for $r<r_0=1.8$ bohr, and zero outside. Eight electrons fill four bands. The potential is fixed and represents no real material.

The radial equation is integrated numerically at energies $-0.7,0.4,1.8,5.0$ hartree for $s$ and $p$, and $0.3,1.5,4.0$ hartree for $d$. This gives 31 partial waves per site. The pseudo-waves are $\phi/(1+h^3)$, the smooth wells are $-4.5h^4(1-h^3/2)$ hartree, and the projectors are combinations of $h^2\tilde\phi_i$ dual to the pseudo-waves.

For the lowest-energy waves, normalised in the sphere, (10) gives all-electron minus pseudo values of $0.0954$ for $\langle s|x\nabla_y|d_{xy}\rangle$, $0.0545$ for $\langle p_x|x\nabla_y|p_y\rangle$ and $-0.0545$ for $\langle p_x|y\nabla_x|p_y\rangle$. The last two differ by $0.109$, which is the $p$ overlap difference, because $(x\nabla_y-y\nabla_x)p_y=p_x$.

Take $\omega=0.1$ hartree (2.72 eV). At $\mathbf k=(\tfrac14,\tfrac14,\tfrac14)$ in reciprocal-lattice units, averaged with $-\mathbf k$, PAW with a 14-hartree plane-wave cutoff is compared with an all-electron plane-wave calculation at 18 hartree. Norms are root sums of squares over the 27 components.

| Quantity at this $\mathbf k$ | Value |
|---|---:|
| Norm, all-electron | $5.2\times10^{-4}$ bohr |
| Norm, PAW | $5.1\times10^{-4}$ bohr |
| Norm of the $\bar v_c$ term in (8) | $0.0019$ bohr |

The total is about a quarter of the $\bar v_c$ term, so the $Z$ term of (8) largely cancels it. Separate M1 and E2 norms are not listed. As defined by (5) and (6) they do not depend on the phases of the states, but they contain inverse spacings of close-lying bands and largely cancel: each is near $0.1$ bohr here, against a total of $5\times10^{-4}$ bohr. If the Berry-connection term of Section 3 is kept, a $\mathbf k$-dependent change of phase alters them and leaves the total unchanged.

The PAW tensor differs from the all-electron one by $3.3\%$ of the latter's norm. Without $N_{cb}$ the difference is $20\%$. That is about $0.195\times5.2\times10^{-4}=1.0\times10^{-4}$ bohr, so the one-centre term is needed for this tensor. Raising the all-electron cutoff from 18 to 22 hartree changes its tensor by $0.6\%$ of the norm. The PAW cutoff and partial waves were not varied, so $3.3\%$ is a difference between two calculations, not an error bound.

For the zone average the PAW cutoff is 10 hartree. The sampled gap is $0.28-(-0.56)=0.84$ hartree. The scalar $\gamma$ is $1.59\times10^{-4}$ bohr on a $2^3$ mesh and $-3\times10^{-6}$ bohr on both the $4^3$ and $6^3$ meshes. On the finest mesh,

$$\gamma=(-8.64+8.61)\times10^{-4}\ \text{bohr}=-3\times10^{-6}\ \text{bohr},$$

where the first number is the M1 part and the second the $\bar v_c$ term. E2 drops out of the scalar. In this calculation the M1 part alone is more than two orders larger in magnitude than the sum.

The $N_{cb}$ share of the scalar is below $10^{-6}$ bohr in magnitude.

With $c=137$, (9) gives

$$\rho\approx\frac{0.1^2\times(-3\times10^{-6})}{2\times137^2}\approx-8\times10^{-13}\ \text{rad/bohr}.$$

The unrounded $\gamma$ gives $-7\times10^{-13}$ rad/bohr, or $-0.0008$ degrees per millimetre. Agreement of two meshes does not measure the PAW error of the average. Since $3.3\%$ of the single-$\mathbf k$ norm is $1.7\times10^{-5}$ bohr, larger than $|\gamma|$, neither the sign nor the size of this rotation should be regarded as established. All-electron plane-wave averages give $-2.3\times10^{-6}$ and $-1.8\times10^{-6}$ bohr on the $4^3$ mesh at 14 and 18 hartree, and $-0.4\times10^{-6}$ bohr on the $6^3$ mesh at 14 hartree; their M1 parts are $-8.9$, $-8.8$ and $-8.5\times10^{-4}$ bohr, so the second digit of each part also depends on mesh and basis. What the example does show is a near-cancellation, on the $4^3$ and $6^3$ meshes, between the M1 part and the band-velocity term.

In a real material, local fields, self-consistent response and any non-local potential must be added. A non-local potential changes the velocity. Its coupling to light depends on the path chosen for the vector potential and can add a term to (4). A frozen core also leaves out transitions that start from core states.
